# Mean surface lifetime of a two-arm inhibitor with rebinding

## First half: the mean lifetime, from one arm to two

### The decision

A calculation of area-selective deposition over 100 cycles of 10 s must settle whether the inhibitor coverage can be held fixed for the whole 1000 s, or whether loss and re-dosing have to be included. The inhibitor is the molecule that covers the surface where no film is wanted. If it holds on by one arm and that arm detaches after about 300 s on average, the coverage cannot be held fixed. If it has two such arms, the answer depends on how fast a detached arm binds again while the other still holds.

The quantity needed is the mean time from adsorption to loss. For two equivalent arms, both bound at the start, it will turn out to be

$$\tau=\frac{3k+r}{2k^2}.$$

Here $k$ is the detachment rate of each bound arm and $r$ is the rebinding rate of a single free arm. Both are probabilities per unit time, in $\mathrm{s^{-1}}$. I start from one arm and add one process at a time.

### One arm

Let the arm detach with probability $k\,dt$ in each short interval $dt$, however long it has already been bound. This is the assumption of a constant, memoryless rate. The probability $S(t)$ that the molecule is still present obeys

$$\frac{dS}{dt}=-kS,\qquad S(0)=1,$$

so $S(t)=e^{-kt}$.

The probability of loss between $t$ and $t+dt$ is $-S'(t)\,dt$. The mean lifetime is therefore

$$\langle t\rangle=-\int_0^\infty t\,S'(t)\,dt
=-\big[tS(t)\big]_0^\infty+\int_0^\infty S(t)\,dt
=\int_0^\infty S(t)\,dt .$$

The bracket vanishes at $t=0$ because of the factor $t$, and at infinity because $S$ decays exponentially. The last form holds for each survival function used below. For one arm it gives

$$\langle t\rangle=\int_0^\infty e^{-kt}\,dt=\frac1k .$$

### Two arms without rebinding

Now give the molecule two arms, each detaching at rate $k$ whatever the other does. The molecule leaves as soon as both are free. For the moment a free arm stays free.

While both arms are bound, either may detach. The probability that one of them does so in $dt$ is $2k\,dt$; the chance that both go in the same interval is of order $dt^2$ and drops out as $dt\to0$. The doubly bound state is thus left at rate $2k$, and its mean duration is $1/(2k)$. The remaining arm then lasts $1/k$ on average, so

$$\tau_{r=0}=\frac1{2k}+\frac1k=\frac3{2k}.$$

A second road gives the same number. Without rebinding, the molecule is lost when the later of two independent detachments occurs. The probability that both have occurred by time $t$ is $(1-e^{-kt})^2$. Hence

$$S(t)=1-(1-e^{-kt})^2=2e^{-kt}-e^{-2kt},$$

and

$$\int_0^\infty S(t)\,dt=\frac2k-\frac1{2k}=\frac3{2k}.$$

A second arm that cannot rebind therefore lengthens the mean lifetime by a factor 3/2, with $k$ held fixed. Any larger gain in this model must come from rebinding.

The factor 2 depends on what $k$ means. Here it is the rate per arm. If a source gives the total rate $K$ at which the doubly bound molecule loses its first arm, then $K=2k$ has to be inserted before the formulas are used.

### Adding rebinding

When one arm is free and the other bound, let the free arm rebind at rate $r$. Four more assumptions define the model:

- The vacated site stays available to the free arm.
- The rates $k$ and $r$ do not change with time or with the history of the molecule.
- A molecule with both arms free leaves at once and does not return.
- No other process removes it.

With labelled arms there are three states on the surface: both bound, left arm only, right arm only. The first goes to each of the other two at rate $k$. Each of those returns at rate $r$ and is lost at rate $k$. Because the two one-arm states have the same outgoing rates, it makes no difference to the future which arm is bound, and they can be merged. Numbering the states by their bound arms gives

$$2\xrightarrow{\;2k\;}1,\qquad
1\xrightarrow{\;r\;}2,\qquad
1\xrightarrow{\;k\;}0 .$$

The merged rate from 2 to 1 is the sum of two rates $k$. The rate from 1 to 0 has no factor 2, because one arm is left to detach.

### What happens in the one-arm state

In state 1 detachment and rebinding compete. The probability that neither has happened after a time $t$ in this state is $e^{-kt}e^{-rt}$. The mean duration of one visit is therefore

$$\int_0^\infty e^{-(k+r)t}\,dt=\frac1{k+r}.$$

The visit ends in rebinding between $t$ and $t+dt$ if neither event has happened before and rebinding happens then. Summing over $t$ gives

$$P_{\rm rebind}=\int_0^\infty r\,e^{-(k+r)t}\,dt=\frac r{k+r}.$$

The other outcome is loss, with probability

$$P_{\rm loss}=1-\frac r{k+r}=\frac k{k+r}.$$

For $r=0$ each visit ends in loss, as in the preceding case.

### The mean lifetime

Let $T_2$ be the mean time to loss from state 2, and $T_1$ that from state 1. State 2 lasts $1/(2k)$ on average and then becomes state 1, so

$$T_2=\frac1{2k}+T_1 .$$

State 1 lasts $1/(k+r)$ on average. With probability $r/(k+r)$ the molecule then returns to state 2, and by the memoryless assumption it has a mean time $T_2$ still to come. Otherwise it is gone and nothing is added:

$$T_1=\frac1{k+r}+\frac r{k+r}\,T_2 .$$

Both times are finite for $k>0$, because each visit to state 1 carries the same nonzero probability of loss. The equations may therefore be solved by ordinary algebra. Insert the second into the first:

$$T_2=\frac1{2k}+\frac1{k+r}+\frac r{k+r}\,T_2 .$$

Move the last term to the left and use $1-r/(k+r)=k/(k+r)$:

$$\frac k{k+r}\,T_2=\frac1{2k}+\frac1{k+r}.$$

Multiply by $(k+r)/k$:

$$T_2=\frac{k+r}{2k^2}+\frac1k
=\frac{k+r+2k}{2k^2}
=\frac{3k+r}{2k^2}.$$

This is $\tau$. The time from a start with one arm bound follows by subtracting the mean duration of the first doubly bound period:

$$T_1=\tau-\frac1{2k}=\frac{3k+r-k}{2k^2}=\frac{2k+r}{2k^2}.$$

The starting state thus changes the mean by $1/(2k)$. At $r=0$ the two results become $3/(2k)$ and $1/k$, as they must.

### Where the time is spent

Counting visits gives the same result and shows what rebinding does. Let $N$ be the number of visits to state 1 before loss. For $N=n$, the first $n-1$ visits end in rebinding and the last in loss:

$$P(N=n)=\left(\frac r{k+r}\right)^{n-1}\frac k{k+r}.$$

To find the mean of $N$, note that one visit is always made, and that with probability $r/(k+r)$ the count then starts afresh. So

$$\langle N\rangle=1+\frac r{k+r}\langle N\rangle
\quad\Longrightarrow\quad
\langle N\rangle=\frac{k+r}k=1+\frac rk .$$

The number of rebindings is $N-1$, with mean $r/k$. Each visit to state 1 is preceded by one period in state 2. The total mean times in the two states are

$$\text{both arms bound:}\quad \frac{k+r}k\,\frac1{2k}=\frac{k+r}{2k^2},$$

$$\text{one arm bound:}\quad \frac{k+r}k\,\frac1{k+r}=\frac1k .$$

Their sum is $\tau$. The total time spent on one arm does not depend on $r$: faster rebinding makes each visit shorter and the visits more numerous in the same proportion. What rebinding adds is time with both arms bound.

### The limit of fast rebinding

Divide $\tau$ by the one-arm lifetime $1/k$ to get the gain at fixed $k$:

$$k\tau=\frac{3+r/k}2 .$$

For $r\gg k$ it approaches $r/(2k)$, so

$$\tau\simeq\frac r{2k^2}.$$

This limit can be found separately. When rebinding is fast, states 2 and 1 nearly balance, with $2k\,p_2\simeq r\,p_1$, where $p_2$ and $p_1$ are their probabilities. Most surviving molecules are then in state 2, and the fraction in state 1 is about $2k/r$. Molecules leave from state 1 at rate $k$, so the loss rate per surviving molecule is about $k(2k/r)=2k^2/r$. Its inverse is the limit just found.

The sensitivity to the inputs follows from $\ln\tau=\ln(3k+r)-2\ln k-\ln2$:

$$\frac{\partial\ln\tau}{\partial\ln r}=\frac r{3k+r},\qquad
\frac{\partial\ln\tau}{\partial\ln k}=\frac{3k}{3k+r}-2 .$$

For $r\gg k$ these tend to $1$ and $-2$. A small relative error in the detachment rate then costs twice as much as the same relative error in the rebinding rate.

### Numbers for the mean

The example is set in the regime of a short dithiol, a molecule with two sulfur-ended arms, protecting copper at 423 K (150 °C) while alumina is deposited elsewhere. The parameters are round model values, rough in the case of the energies and prefactors, and do not describe a particular dithiol. Both rates take the Arrhenius form, with $k_{\rm B}$ the Boltzmann constant and $k_{\rm B}T=0.03645$ eV:

$$k=10^{13}\,\mathrm{s^{-1}}\;e^{-1.30/0.03645}=3.246\times10^{-3}\ \mathrm{s^{-1}},$$

$$r=10^{11}\,\mathrm{s^{-1}}\;e^{-1.00/0.03645}=0.1218\ \mathrm{s^{-1}}.$$

The displayed rates were evaluated with the unrounded thermal energy. One arm alone gives $1/k=308$ s, and two arms without rebinding give $3/(2k)=462$ s. With rebinding,

$$\tau=\frac{3(0.003246)+0.1218}{2(0.003246)^2}\ \mathrm{s}
\approx 6240\ \mathrm{s}=1.73\ \mathrm{h}.$$

The gain over one arm is $k\tau=20.3$. The fast-rebinding estimate $r/(2k^2)=5780$ s is 7% below $\tau$; the missing part is the term $3/(2k)$.

The visit count reproduces the result. There are $1+r/k=38.5$ visits to state 1 on average. Each lasts 8.00 s and is preceded by 154 s with both arms bound, and $38.5\times(154+8.00)\ \mathrm{s}\approx6240$ s.

Two tests do not use the merged equations for $T_1$ and $T_2$. In the first, the survival probability of the model with labelled arms was integrated numerically for $r/k=0$, 1, 4 and 40. The mean agreed with the formula to a largest relative difference of $5.8\times10^{-15}$. In the second, 40,000 molecules were simulated with a separate random clock for each arm, at $r/k=4$. They gave $k\tau=3.491\pm0.017$, where the uncertainty is one standard error, against 3.500 from the formula. The mean number of rebindings was 3.994, against the predicted 4.

The mean of 6240 s is about six times the length of the deposition run. That does not yet settle the decision, since some molecules leave much earlier than the mean, and selectivity may fail when a small fraction is gone.

## Second half: loss during a run, and weaker assumptions

### Symbols and results carried over

Each bound arm detaches at rate $k$, and a single free arm rebinds at rate $r$. States 2 and 1 have two arms and one arm bound; a molecule with none is lost. From a doubly bound start the mean lifetime is $\tau=(3k+r)/(2k^2)$, and without rebinding it is $3/(2k)$. The example at 423 K has $k=3.246\times10^{-3}\ \mathrm{s^{-1}}$, $r=0.1218\ \mathrm{s^{-1}}$, $1/k=308$ s and $\tau=6243$ s. The deposition run has 100 cycles of 10 s.

### An equation for the survival probability

Let $p_2(t)$ and $p_1(t)$ be the probabilities of the two surface states. Counting what enters and leaves each state gives

$$p_2'=-2k\,p_2+r\,p_1,\qquad
p_1'=2k\,p_2-(k+r)\,p_1 .$$

The survival probability is $S=p_2+p_1$. Adding the equations cancels the exchange between the states:

$$S'=-k\,p_1 .$$

Differentiate once more, insert $p_1'$, and replace $p_2$ by $S-p_1$:

$$S''=-2k^2(S-p_1)+k(k+r)p_1=-2k^2S+k(3k+r)p_1 .$$

Since $k\,p_1=-S'$, this becomes

$$S''+(3k+r)S'+2k^2S=0,\qquad S(0)=1,\quad S'(0)=0 .$$

The initial slope is zero because no molecule starts in state 1.

Integrate the equation from zero to infinity, where $S$ and $S'$ vanish. The first term gives $0-S'(0)=0$, the second gives $-(3k+r)$, and the third gives $2k^2\tau$. Hence $\tau=(3k+r)/(2k^2)$ once more.

For the spread, multiply the equation by $t$ and integrate by parts. The two derivative terms need

$$\int_0^\infty tS''\,dt=-\int_0^\infty S'\,dt=1,\qquad
\int_0^\infty tS'\,dt=-\int_0^\infty S\,dt=-\tau .$$

So $2k^2\int_0^\infty tS\,dt=(3k+r)\tau-1$. The mean square lifetime is $\langle t^2\rangle=-\int_0^\infty t^2S'\,dt=2\int_0^\infty tS\,dt$. With $3k+r=2k^2\tau$,

$$\langle t^2\rangle=\frac{2k^2\tau^2-1}{k^2}=2\tau^2-\frac1{k^2},
\qquad
\sigma^2=\langle t^2\rangle-\tau^2=\tau^2-\frac1{k^2}.$$

The example has a standard deviation $\sigma=6235$ s, almost as large as the mean. Individual lifetimes are therefore widely scattered.

### Early and late loss

Try $S=e^{-\lambda t}$ in the differential equation. The rates must satisfy

$$\lambda^2-(3k+r)\lambda+2k^2=0,$$

$$\lambda_\pm=\frac{3k+r\pm\sqrt{k^2+6kr+r^2}}2 .$$

The root contains $(3k+r)^2-8k^2=k^2+6kr+r^2$, which is positive, so the rates are real and distinct. Write $S=Ae^{-\lambda_-t}+Be^{-\lambda_+t}$. The initial conditions require $A+B=1$ and $\lambda_-A+\lambda_+B=0$, which give

$$S(t)=\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}.$$

At early times $S''(0)=-2k^2$ gives $1-S\simeq k^2t^2$, valid for $(3k+r)t\ll1$. Loss starts quadratically because two detachments are needed. In the example this regime is limited to times well below 8 s.

Later the fast exponential has died out and $S\simeq A\,e^{-\lambda_-t}$. From $S'=-k\,p_1$, the fraction of survivors held by one arm is then

$$\frac{p_1}{S}=\frac{\lambda_-}k .$$

The example has $\lambda_+=0.1314\ \mathrm{s^{-1}}$ and $\lambda_-=1.604\times10^{-4}\ \mathrm{s^{-1}}$, so this fraction is 4.94%.

### Back to the deposition run

The prefactor of the slow exponential is $A=\lambda_+/(\lambda_+-\lambda_-)=1.0012$. After 1000 s,

$$S\simeq1.0012\,e^{-0.1604}=0.853 .$$

So 85.3% of the two-arm molecules remain. For one-arm molecules with the same $k$, the fraction is $e^{-3.246}=0.039$, or 3.9%.

The time to 1% loss follows from $1.0012\,e^{-\lambda_-t}=0.99$:

$$t=\frac{\ln(1.0012/0.99)}{1.604\times10^{-4}\ \mathrm{s^{-1}}}\approx70\ \mathrm{s}.$$

With one arm it is 3.1 s. If the calculation can tolerate 1% loss, the ideal two-arm coverage may be held fixed for about seven cycles, not for 100. If it can tolerate 15%, the ideal coverage may just be held fixed for the whole run; most of the weaker assumptions tried below remove this margin. These statements count molecules and assume a doubly bound start; a start from the late mixture of states (prefactor 1 in place of $A$) gives 63 s for 1% loss. If protection depends instead on occupied sites, the quantity to follow is the fraction of bound arms, $S-p_1/2$. It falls by 1% within about 4 s and is $0.853\,(1-0.0494/2)=0.832$ after 1000 s, outside a 15% tolerance. The tolerance has to come from the growth model, because the lifetime does not say how many missing molecules start unwanted growth.

### Temperature

Let $E_d$ and $E_r$ be the Arrhenius energies of detachment and rebinding, with constant prefactors, and let $\beta=1/(k_{\rm B}T)$. Then $d\ln k/d\beta=-E_d$ and $d\ln r/d\beta=-E_r$. Differentiating $\ln\tau=\ln(3k+r)-2\ln k-\ln2$ gives the apparent energy

$$E_\tau=\frac{d\ln\tau}{d\beta}
=2E_d-\frac{3kE_d+rE_r}{3k+r}.$$

At $r=0$ this is $E_d$, as for one arm. For $r\gg k$ it tends to $2E_d-E_r$. With $E_d=1.30$ eV and $E_r=1.00$ eV the example has $E_\tau=1.58$ eV, so its lifetime is more sensitive to temperature than that of one arm. Heating the substrate by 10 K, with all energies and prefactors fixed, reduces $\tau$ from 6243 s to 2300 s.

### A last arm of different strength

Detachment of one arm may relieve strain or change the bonding of the other. Keep $k$ for each arm of the doubly bound molecule, but let the last arm detach at rate $k_1$. The equations for the mean times become

$$T_2=\frac1{2k}+T_1,\qquad
T_1=\frac1{k_1+r}+\frac r{k_1+r}T_2 .$$

Eliminating $T_1$ leaves $k_1T_2/(k_1+r)=1/(2k)+1/(k_1+r)$. Multiplication by $(k_1+r)/k_1$ gives

$$T_2=\frac{k_1+r}{2kk_1}+\frac1{k_1}
=\frac{2k+k_1+r}{2kk_1}.$$

Setting $k_1=k$ restores $\tau$. With $k$, $r$ and the prefactors fixed, a last-arm barrier lower by 0.05 eV gives 1699 s; one higher by 0.05 eV gives 24,155 s. This small energy shift changes the lifetime by about a factor four either way.

### A vacated site that is taken

Suppose the precursor permanently occupies the vacated site at rate $b$, and the free arm has no other site to use. The molecule then hangs by one arm for a further mean time $1/k$. State 1 is now left at total rate $k+r+b$, so

$$(k+r+b)\,T_1=1+r\,T_2+\frac bk .$$

Insert $T_1=T_2-1/(2k)$ and collect the terms in $T_2$:

$$(k+b)\,T_2=\frac{k+b+r}{2k}+\frac{k+b}k,$$

$$T_2=\frac1k+\frac{k+b+r}{2k(k+b)} .$$

At $b=0$ this is $\tau$. As $b\to\infty$ it falls to $3/(2k)$, the value without rebinding.

To estimate $b$, treat the precursor as an ideal gas at the substrate temperature, with pressure $P$, molecular mass $m$ and number density $P/(k_{\rm B}T)$. The flux onto the surface is the density times the average of the velocity component towards it, counting the molecules that move that way:

$$\Phi=\frac P{k_{\rm B}T}\int_0^\infty v\,
\sqrt{\frac m{2\pi k_{\rm B}T}}\;e^{-mv^2/(2k_{\rm B}T)}\,dv
=\frac P{\sqrt{2\pi mk_{\rm B}T}} .$$

For 0.1 Torr, a mass of 72 u (trimethylaluminium as single molecules) and a site of 0.15 nm², there are $3.02\times10^4$ hits per second during a pulse. The pulse lasts 0.1 s in each 10 s cycle. With an assumed reaction probability of $10^{-6}$ per hit, the cycle average is

$$b=3.02\times10^4\times10^{-6}\times\frac{0.1}{10}\ \mathrm{s^{-1}}
=3.02\times10^{-4}\ \mathrm{s^{-1}},$$

and the lifetime becomes 5751 s. With $10^{-4}$ per hit, $b$ is a hundred times larger and the formula gives 1023 s.

Averaging over the cycle was tested by switching the blocking on during the pulse and off otherwise, with the first pulse at $t=0$. Let $U(t)$ carry the state probabilities from the start of a cycle to time $t$ within it, let $t_c$ be the cycle time, and let $\mathbf p_0$ be the doubly bound start. Summing the survival time over successive cycles gives

$$\tau_{\rm pulsed}=\mathbf 1^{\mathsf T}
\int_0^{t_c}U(t)\,dt\;\sum_{n=0}^\infty U(t_c)^n\,\mathbf p_0 ,$$

where $\mathbf 1^{\mathsf T}$ adds the probabilities of all surface states. The result is 5751 s for the smaller reaction probability and 1043 s for the larger. In the second case the averaged formula is 2% low relative to the pulsed result.

A taken site may also be the start of unwanted growth while the inhibitor is still present. Lifetime alone then overstates the protection.

### Removal of the whole molecule

Let the coreactant destroy the molecule at an average rate $d$, whichever state it is in. Survival then requires escaping both routes, and its probability is $S(t)e^{-dt}$. Define $L=\int_0^\infty S e^{-dt}\,dt$. Integration by parts gives

$$\int_0^\infty S'e^{-dt}\,dt=-1+dL,\qquad
\int_0^\infty S''e^{-dt}\,dt=-d+d^2L .$$

Multiply the differential equation for $S$ by $e^{-dt}$, integrate, and solve for $L$:

$$L=\frac{3k+r+d}{d^2+(3k+r)d+2k^2}.$$

At $d=0$ this is $\tau$, and for very large $d$ it tends to $1/d$. A loss of 0.1% per cycle corresponds to $d=-\ln(0.999)/(10\ \mathrm s)=1.0\times10^{-4}\ \mathrm{s^{-1}}$. It shortens the mean lifetime to 3844 s.

### The model beside the real case

Thiols bind to copper through sulfur, and trimethylaluminium is a common alumina precursor. The pressure, pulse and cycle are of an ordinary size for such a process. The energies and prefactors are much less certain. The two barriers differ by only 0.30 eV, which is all the energy an arm gains on binding in this model, and a real thiol on copper may be held more strongly. Raising the detachment barrier by 0.2 eV, with the rest fixed, gives $1/k=7.4\times10^4$ s and $\tau=3.4\times10^8$ s, and the loss by detachment during the run is then about $3\times10^{-6}$ for two arms and 1.3% for one arm. A rebinding barrier of 1.00 eV stands for an arm that must be activated, for instance by breaking an S–H bond, and may be too high; a bare sulfur end would be expected to bind more easily. Lowering this barrier by 0.1 eV, with the rest fixed, raises $r$ about 16 times and $\tau$ about 14 times. Real surfaces also break the assumptions of equal arms and open sites. With the rebinding barrier kept at 1.00 eV and the temperature at 423 K, the changes tried above for the last arm, the blocking of sites and the removal of whole molecules, made one at a time, move the lifetime from 6243 s to values between about 1000 s and 24,000 s, for the detachment barrier of 1.30 eV. With cycle-averaged rates, the fraction left after 1000 s changes from 85.3% to 56% or 96% for the weaker or stronger last arm, to 84% or 40% for the two blocking cases, and to 77% with removal, so only the stronger last arm stays within a 15% loss. Neighbour interactions, readsorption from the gas and decomposition that leaves sulfur behind are not included.

For a choice between inhibitors, the gain over one arm with blocking of sites is $kT_2=3/2+r/[2(k+b)]$, so in this model it is large when $r\gg k+b$. Nearly the full ideal lifetime $\tau$ is kept only when, in addition, the vacated site is taken much more slowly than the last arm detaches ($b\ll k$) and destruction is slow compared with $1/\tau$. In the example, $b=k$ or $d=1/\tau$ each roughly halves the lifetime, to about 11 and 10 times $1/k$ respectively.

## Table of computed values

```
largest relative error, quadrature vs formula: 5.8e-15
simulation, r/k: 4; molecules: 40000
simulated k*tau: 3.491 +/- 0.017
formula k*tau for simulation: 3.500
simulated mean rebindings: 3.994
temperature: 423 K
thermal energy: 0.03645 eV
detachment barrier: 1.30 eV
detachment prefactor: 1e+13 1/s
rebinding barrier: 1.00 eV
rebinding prefactor: 1e+11 1/s
k: 3.2458e-03 1/s
r: 1.2180e-01 1/s
r/k = mean number of rebindings: 37.52
one-arm inhibitor lifetime 1/k: 308.1 s
two arms without rebinding 3/(2k): 462.1 s
two-arm lifetime tau: 6243 s = 1.73 h
gain k*tau over one arm: 20.26
large-r estimate r/(2k^2): 5780 s
lifetime from one-arm start: 6089 s
mean dwell with both arms bound: 154.0 s
mean dwell with one arm bound: 8.00 s
mean number of one-arm episodes: 38.52
fast decay rate: 1.3137e-01 1/s
slow decay rate: 1.6039e-04 1/s
standard deviation of lifetime: 6235 s
late one-arm fraction of survivors: 4.94 %
cycle time: 10 s; number of cycles: 100
time to 1% loss, two arms: 70.3 s
time to 1% loss, one arm: 3.10 s
left after 1000 s, two arms: 85.3 %
left after 1000 s, one arm: 3.9 %
apparent energy of tau: 1.578 eV
assumed last-arm energy shift: 0.05 eV
tau, last arm weaker: 1699 s
tau, last arm stronger: 24155 s
tau, substrate 10 K hotter: 2300 s
precursor pressure: 0.1 Torr
precursor mass: 72 u
site area: 0.15 nm2; pulse: 0.1 s
precursor hits per site during pulse: 3.019e+04 1/s
reaction probability per hit: 1e-06
  cycle-averaged blocking rate: 3.019e-04 1/s
  tau with pulsed blocking: 5751 s
  tau from averaged blocking rate: 5751 s
reaction probability per hit: 1e-04
  cycle-averaged blocking rate: 3.019e-02 1/s
  tau with pulsed blocking: 1043 s
  tau from averaged blocking rate: 1023 s
destroyed per cycle: 0.1 %
equivalent removal rate: 1.0005e-04 1/s
tau with coreactant removal: 3844 s
```
